# Exact Coulomb Scattering in Two Dimensions and Its Mobility Limits

## Which rate to put in the transport code

A calculation of charged-impurity mobility in a thin layer needs a momentum-relaxation rate. For a bare $1/r$ potential one can take it from the Born approximation, from classical orbits or from the exact wave function. In three dimensions the choice does not affect the differential cross section, because all three agree. In two dimensions it does: the Born and classical rates differ by a factor $\pi|\eta|$, where $\eta$ is the Coulomb parameter defined below. The exact rate costs one hyperbolic tangent and covers both regimes, so for unscreened centres in the plane of the carriers there is no reason to switch between approximations.

Hartree atomic units are used. A carrier of unit charge and mass $m$, with a parabolic band, moves strictly in a plane. A fixed charge in that plane gives the potential energy

$$V(r)=\frac{Z}{\kappa r},\qquad k=\sqrt{2mE},\qquad \eta=\frac{mZ}{\kappa k}.$$

Here $\kappa$ is the dielectric constant; $Z>0$ means repulsion and $Z<0$ attraction. The scattering angle runs over $-\pi<\theta<\pi$, so deflections to the left and right are counted separately. The cross section is a length per radian:

$$\boxed{\frac{d\sigma}{d\theta}=\frac{\eta\tanh(\pi\eta)}{2k\sin^2(\theta/2)}},\qquad \theta\neq0 .$$

It is even in $\eta$, so attraction and repulsion scatter equally.

## The exact wave function

Since $2mV=2\eta k/r$, the Schrödinger equation is $(\nabla^2+k^2-2\eta k/r)\psi=0$. For incidence along $x$, try $\psi=e^{ikx}g(\xi)$ with $\xi=r-x$. From $\nabla\xi=\hat r-\hat x$ follow

$$|\nabla\xi|^2=2-\frac{2x}{r}=\frac{2\xi}{r},\qquad \partial_x\xi=-\frac{\xi}{r},\qquad \nabla^2\xi=\frac1r .$$

The Laplacian of the product is

$$\nabla^2\psi=e^{ikx}\left[-k^2g-\frac{2ik\xi}{r}g'+\frac{2\xi}{r}g''+\frac1r g'\right].$$

The $k^2$ terms cancel in the Schrödinger equation. Multiplication by $r/2$ leaves

$$\xi g''+\left(\tfrac12-ik\xi\right)g'-\eta k\,g=0 .$$

With $z=ik\xi$, division by $ik$ gives Kummer's equation, $zg_{zz}+(b-z)g_z-ag=0$, with $a=-i\eta$ and $b=\tfrac12$.

Near $\xi=0$ its solutions behave as $1$ and $\sqrt\xi$. Because $\xi=2r\sin^2(\theta/2)$, the second is proportional to $|\sin(\theta/2)|$, which has a cusp on the forward axis; without the modulus it changes sign on a circuit of the origin. It is rejected, and $g={}_1F_1(-i\eta;\tfrac12;ik\xi)$.

## The amplitude far from the centre

The large-$z$ form of $F={}_1F_1(a;b;z)$ is needed. Differentiating its series gives $F'=(a/b)\,{}_1F_1(a+1;b+1;z)$. This function has the integral form

$${}_1F_1(a+1;b+1;z)=\frac{\Gamma(b+1)}{\Gamma(a+1)\Gamma(b-a)}\int_0^1e^{zt}t^a(1-t)^{b-a-1}dt,$$

as expansion of $e^{zt}$ and the beta integral show. It converges here because $\mathrm{Re}\,(a+1)=1$ and $\mathrm{Re}\,(b-a)=\tfrac12$.

For $z=iX$ with $X$ large and positive, $e^{iXt}$ decays in the upper half of the $t$ plane. The path can be replaced by vertical lines from the two end points. Near $t=0$, setting $t=s/(-z)$ gives $\Gamma(a+1)(-z)^{-a-1}$. Near $t=1$, setting $t=1-s/z$ gives $e^z\Gamma(b-a)z^{a-b}$. Hence, at leading order in each part,

$$F'\simeq\frac ab\,\Gamma(b+1)\left[\frac{(-z)^{-a-1}}{\Gamma(b-a)}+\frac{e^zz^{a-b}}{\Gamma(a+1)}\right].$$

Kummer's equation admits the two asymptotic forms $(-z)^{-a}$ and $e^zz^{a-b}$, whose leading derivatives are $a(-z)^{-a-1}$ and $e^zz^{a-b}$. Matching coefficients, with $\Gamma(b+1)=b\Gamma(b)$ and $\Gamma(a+1)=a\Gamma(a)$, gives

$$F\simeq\frac{\Gamma(b)}{\Gamma(b-a)}(-z)^{-a}+\frac{\Gamma(b)}{\Gamma(a)}e^zz^{a-b}.$$

Now insert $a=-i\eta$, $b=\tfrac12$, $X=k\xi$, $z=Xe^{i\pi/2}$ and $-z=Xe^{-i\pi/2}$:

$$(-z)^{i\eta}=e^{\pi\eta/2}X^{i\eta},\qquad z^{-i\eta-1/2}=e^{\pi\eta/2}e^{-i\pi/4}X^{-i\eta-1/2}.$$

Since $kx+k\xi=kr$, division by the common factor $\Gamma(\frac12)e^{\pi\eta/2}/\Gamma(\frac12+i\eta)$ yields

$$\psi\to e^{i[kx+\eta\ln(k\xi)]}+\frac{\Gamma(\frac12+i\eta)}{\Gamma(-i\eta)}e^{-i\pi/4}\frac{e^{ikr}}{(k\xi)^{1/2+i\eta}} .$$

The first term is the incident wave. The long range of the potential leaves a logarithm in its phase, but the gradient of that logarithm vanishes at large $r$ for fixed $\theta\ne0$, so the incident flux tends to $v=k/m$. The second term is an outgoing wave $f/\sqrt r$, apart from a logarithmic phase, and carries flux $v|f|^2$ per radian. Interference between the two oscillates as $e^{ik\xi}$ and averages out over any fixed angular window away from $\theta=0$. In the forward direction $\xi$ does not become large and the separation fails.

With $k\xi=2kr\sin^2(\theta/2)$,

$$|f|^2=\frac{|\Gamma(\frac12+i\eta)|^2}{|\Gamma(i\eta)|^2}\,\frac1{2k\sin^2(\theta/2)} .$$

The reflection formula $\Gamma(s)\Gamma(1-s)=\pi/\sin(\pi s)$ supplies both moduli. At $s=\frac12+i\eta$ it gives $|\Gamma(\frac12+i\eta)|^2=\pi/\cosh(\pi\eta)$. At $s=i\eta$, using $\Gamma(1-i\eta)=-i\eta\Gamma(-i\eta)$, it gives $|\Gamma(i\eta)|^2=\pi/[\eta\sinh(\pi\eta)]$. Their ratio is $\eta\tanh(\pi\eta)$, which proves the boxed formula.

## Born, classical and the contrast with three dimensions

**Born.** The Fourier transform of the potential is

$$V_q=\frac{2\pi Z}{\kappa}\int_0^\infty J_0(qr)\,dr=\frac{2\pi Z}{\kappa q},\qquad q=2k|\sin(\theta/2)| .$$

The golden rule for unit area uses $m/(4\pi^2)$ final states per unit energy and radian. Dividing the rate by $v=k/m$ gives

$$\left(\frac{d\sigma}{d\theta}\right)_{B}=\frac mk\,2\pi V_q^2\frac{m}{4\pi^2}=\frac{m^2V_q^2}{2\pi k}=\frac{\pi\eta^2}{2k\sin^2(\theta/2)} .$$

**Classical.** Let $b$ now be the impact parameter, $w=1/r$ and $c=\eta/k$, so that $V/E=2cw$. Energy and angular momentum conservation give

$$\theta=\pi-2\int_0^{w_{\max}}\frac{b\,dw}{\sqrt{1-2cw-b^2w^2}} .$$

The radicand equals $1+c^2/b^2-(bw+c/b)^2$, and the integral is an arcsine, equal to $\pi/2-\arctan(c/b)$. Thus $\theta=2\arctan(c/b)$, or $b=c\cot(\theta/2)$. In a plane the cross section is $|db/d\theta|$:

$$\left(\frac{d\sigma}{d\theta}\right)_{cl}=\frac{|\eta|}{2k\sin^2(\theta/2)} .$$

The exact result tends to the Born form for $\pi|\eta|\ll1$, where $\tanh(\pi\eta)\simeq\pi\eta$, and to the classical form for $e^{-2\pi|\eta|}\ll1$. The two approximations coincide at $|\eta|=1/\pi$, but there the exact value is smaller than both by the factor $\tanh1$. Their agreement at one energy is therefore no sign of accuracy.

**Three dimensions.** Now $\nabla^2\xi=2/r$, so Kummer's parameter $b$ is $1$ instead of $\frac12$. The same steps give

$$\frac{d\sigma}{d\Omega}=\frac{|\Gamma(1+i\eta)|^2}{|\Gamma(i\eta)|^2}\frac1{[2k\sin^2(\theta/2)]^2}=\frac{\eta^2}{4k^2\sin^4(\theta/2)},$$

because $\Gamma(1+i\eta)=i\eta\Gamma(i\eta)$. A unit step in the gamma function leaves a power; a half step leaves the tanh. The Born result, $m^2V_q^2/(4\pi^2)$ with $V_q=4\pi Z/(\kappa q^2)$, is the same, and so is the classical $(b/\sin\theta)|db/d\theta|$.

Restoring $\hbar$ shows why a difference is possible. At fixed momentum $p=\hbar k$, $\eta\propto1/\hbar$ while $\eta/k$ is free of $\hbar$. The three-dimensional cross section contains $(\eta/k)^2$. In two dimensions the classical length is $|\eta|/k$, whereas a Born result must be quadratic in $Z$ and contains $\eta^2/k$, which depends on $\hbar$.

## From cross section to mobility

Let the distribution be distorted by a term proportional to $\cos\varphi$, with $\varphi$ the direction of motion. For independent centres of areal density $n_i$, elastic collisions change this term at the rate

$$n_iv\int_{-\pi}^{\pi}\frac{d\sigma}{d\theta}\,[\cos(\varphi+\theta)-\cos\varphi]\,d\theta=-n_iv\,\sigma_{tr}\cos\varphi .$$

The part with $\sin\theta$ vanishes because the cross section is even. With $1-\cos\theta=2\sin^2(\theta/2)$,

$$\sigma_{tr}=\int_{-\pi}^{\pi}(1-\cos\theta)\frac{d\sigma}{d\theta}\,d\theta=\int_{-\pi}^{\pi}\frac{\eta\tanh(\pi\eta)}{k}\,d\theta=\frac{2\pi\eta\tanh(\pi\eta)}k .$$

The integrand is independent of angle. The transport cross section is finite without a cutoff, although the total cross section diverges. An implementation that integrates over $0<\theta<\pi$ must double the result.

With $1/\tau=n_iv\sigma_{tr}$, the mobility at fixed energy is

$$\mu(E)=\frac{\tau}{m}=\frac1{n_ik\sigma_{tr}}=\frac1{2\pi n_i\,\eta\tanh(\pi\eta)},$$

in units of $ea_0^2/\hbar$.

### A second derivation from phase shifts

For angular momentum $m_\ell\ge0$ put $s=m_\ell+\frac12$ and $\rho=kr$. The radial function, multiplied by $\sqrt r$, is $\rho^se^{i\rho}{}_1F_1(s+i\eta;2s;-2i\rho)$. The asymptotic formula above, with the contour turned downwards, makes it proportional to

$$\cos\left[\rho-\eta\ln(2\rho)-\tfrac{\pi s}{2}+\arg\Gamma(s+i\eta)\right].$$

The phase shift is therefore $\delta_{m_\ell}=\arg\Gamma(m_\ell+\frac12+i\eta)$, and $\Gamma(s+1+i\eta)=(s+i\eta)\Gamma(s+i\eta)$ gives

$$\delta_{m_\ell+1}-\delta_{m_\ell}=\arctan\frac{\eta}{m_\ell+\frac12} .$$

The partial-wave amplitude is, up to a constant phase, $f=(2\pi k)^{-1/2}\sum_{m_\ell}A_{m_\ell}e^{im_\ell\theta}$ with $A_{m_\ell}=e^{2i\delta_{m_\ell}}-1$. A distant cutoff of the potential makes the series converge and is removed at the end. Integration over angle, followed by completion of the square, gives

$$\sigma_{tr}=\frac1{2k}\sum_{m_\ell=-\infty}^{\infty}|A_{m_\ell+1}-A_{m_\ell}|^2=\frac2k\sum_{m_\ell=-\infty}^{\infty}\sin^2(\delta_{m_\ell+1}-\delta_{m_\ell}) .$$

The terms $m_\ell$ and $-m_\ell-1$ are equal, so

$$\sigma_{tr}=\frac4k\sum_{m_\ell=0}^{\infty}\frac{\eta^2}{(m_\ell+\frac12)^2+\eta^2}=\frac{2\pi\eta\tanh(\pi\eta)}k .$$

The sum follows from the logarithmic derivative of $\cosh(\pi\eta)=\prod_{m_\ell\ge0}[1+\eta^2/(m_\ell+\frac12)^2]$. If angular momentum is treated as continuous, the sum becomes $\int_0^\infty\eta^2d\lambda/(\lambda^2+\eta^2)=\pi|\eta|/2$, and the classical $2\pi|\eta|/k$ results. For this quantity, the factor tanh records the discreteness of angular momentum.

## The two mobility limits

Define $R=mZ^2/(2\kappa^2)$, so that $\eta^2=R/E$. Then

$$\mu_B=\frac{E}{2\pi^2n_iR},\qquad \mu_{cl}=\frac1{2\pi n_i}\sqrt{\frac ER} .$$

The Born limit holds at high energy, $E\gg\pi^2R$, and the classical limit at low energy. Since $\tanh x<x$ and $\tanh x<1$ for $x>0$, the exact mobility at fixed energy lies above both. The leading relative corrections are $(\pi\eta)^2/3$ to $\mu_B$ and $2e^{-2\pi|\eta|}$ to $\mu_{cl}$.

For a Maxwell gas at temperature $T$, in energy units, with collisions between carriers neglected, the density of states is constant and the Boltzmann current carries the weight $v^2/2=E/m$. Dividing by the carrier density gives

$$\langle\mu\rangle=\int_0^\infty xe^{-x}\mu(xT)\,dx .$$

The integrals $\int_0^\infty x^2e^{-x}dx=2$ and $\int_0^\infty x^{3/2}e^{-x}dx=3\sqrt\pi/4$ lead to

$$\langle\mu\rangle_B=\frac{T}{\pi^2n_iR},\qquad \langle\mu\rangle_{cl}=\frac{3}{8\sqrt\pi\,n_i}\sqrt{\frac TR} .$$

## Where unscreened scattering applies

In a degenerate gas of density $n_s$, with two spins and one valley, $k_F^2=2\pi n_s$. The Born limit becomes $\mu_B=n_s\kappa^2/(\pi n_im^2Z^2)$. However, the density of states $m/\pi$ gives the Thomas–Fermi wave number $q_{TF}=(2\pi/\kappa)(m/\pi)=2m/\kappa$, so that

$$\frac{q_{TF}}{2k_F}=\frac{|\eta|}{|Z|} .$$

For $|Z|=1$, weak screening therefore requires small $|\eta|$, which is already the Born regime. Replacing $1/q$ by $1/(q+q_{TF})$ multiplies the Born rate by 0.94 at $\eta=0.01$, by 0.68 at $\eta=0.1$ and by 0.15 at $\eta=1$. Even $\eta=0.1$ is not small enough for a bare potential in this model. These are ratios of Born rates. Beyond Born the screened rate depends on the sign of the charge: numerical phase shifts give 0.64 (repulsion) and 0.73 (attraction) of the exact bare rate at $|\eta|=0.1$, and 0.16 and 0.55 at $|\eta|=1$. The classical limit for singly charged centres belongs instead to a dilute, nondegenerate gas.

Independent scattering also needs $n_i(\eta/k)^2\ll1$, and the Boltzmann equation needs $k\ell\gg1$, where $\ell=1/(n_i\sigma_{tr})$ is the mean free path. The formula also assumes that the potential is $1/r$ down to the lengths that matter in a collision, $1/k$ and $|\eta|/k$. A centre outside the plane, a layer of finite thickness or the polarizability of the layer itself alters the potential at short distance, and the rate can change well before the length involved reaches these. For a centre at height $d$ above the plane, $V=Z/(\kappa\sqrt{r^2+d^2})$, numerical phase shifts at $kd=0.1$ lower $\sigma_{tr}$ by 17% at $\eta=0.1$ and by 22% at $\eta=-1$, but by only 0.2% at $\eta=1$, where repulsion keeps the carrier away from the centre. The equality of attraction and repulsion is thus a property of the pure $1/r$ potential. For attractive centres, the poles of $\Gamma(s+i\eta)$ at imaginary $k$ give bound levels $-R/(j+\frac12)^2$, $j=0,1,\dots$, the lowest at $-4R$. At a fixed density of free carriers, the share of such centres neutralized by capture in equilibrium grows as $T$ falls. When $T$ is comparable with $R$, it depends strongly on that density. Using the classical limit for attractive centres therefore requires a check that capture is rare.

## Worked example

Take the round model values $m=0.2$, $\kappa=10$, $Z=1$ and $n_i=3\times10^{-7}\ \mathrm{bohr}^{-2}$. Then $R=0.2/(2\times10^2)=0.001$ hartree. At $E=0.001$ hartree,

$$k=\sqrt{2(0.2)(0.001)}=0.02\ \mathrm{bohr}^{-1},\qquad \eta=\frac{0.2}{10\times0.02}=1,$$

$$\sigma_{tr}=\frac{2\pi\times0.99627}{0.02}=313\ \mathrm{bohr},\qquad \mu=\frac1{2\pi(3\times10^{-7})(0.99627)}=5.33\times10^5 .$$

The Born cross section is 987 bohr, larger by a factor of 3.2; the classical one is 314 bohr. Mobilities at four energies, in units of $10^5\,ea_0^2/\hbar$, are:

| $E$ (hartree) | $\eta$ | exact | Born | classical |
|---|---|---|---|---|
| 0.00025 | 2 | 2.65 | 0.42 | 2.65 |
| 0.001 | 1 | 5.33 | 1.69 | 5.31 |
| 0.004 | 0.5 | 11.6 | 6.75 | 10.6 |
| 0.1 | 0.1 | 174 | 169 | 53.1 |

Already at $\eta=0.5$ the classical value is within 9% of the exact one, while Born is 42% too low. The condition for Born is $\pi|\eta|\ll1$, not merely $|\eta|<1$. At $\eta=0.1$ the exact mobility exceeds Born by 3.3%, as $(\pi\eta)^2/3$ predicts. This last row only illustrates the limit: its energy is 2.7 eV, where a single parabolic band cannot be expected to describe a real layer.

For $T=0.001$ hartree (316 K), the thermal mobility is $7.37\times10^5\,ea_0^2/\hbar$, or $3.14\times10^4\ \mathrm{cm^2/(V\,s)}$. The classical average is 4% lower and the Born average 54% lower, both relative to the exact average.

The assumptions can be checked at $E=T$. The length $\eta/k$ is 50 bohr, so $n_i(\eta/k)^2=7.5\times10^{-4}$, and $k\ell=213$. Half the typical impurity spacing, $1/(2\sqrt{n_i})=913$ bohr, corresponds as an impact parameter to a deflection of 0.109 rad. Because $(1-\cos\theta)\,d\sigma/d\theta$ is uniform in angle, smaller deflections supply $0.109/\pi=3.5\%$ of $\sigma_{tr}$. This is the share of the rate that comes from distant passages, for which the picture of isolated collisions is doubtful; it is not a bound on the error in the mobility. Averaged with the weight $xe^{-x}\mu(xT)$ of the thermal mobility, this share is 2.3%, about half the gap between the exact and classical thermal mobilities, so that gap should not be read as a measurable difference in this example.

For a carrier density $n_s=10^{-7}\ \mathrm{bohr}^{-2}$, the Debye wave number $q_s=2\pi n_s/(\kappa T)$ gives $q_s/(2k)=1.6\times10^{-3}$, so screening is weak at typical angles. The ratio of Fermi energy to temperature, $\pi n_s/(mT)$, is also $1.6\times10^{-3}$, and Maxwell statistics apply. Such weak screening has a price, however. The screening length $1/q_s$ is about nine times the impurity spacing $1/\sqrt{n_i}$, so the potentials of many centres overlap. For randomly placed centres, the slow part of their sum, with $q<\sqrt{n_i}$, has the variance $n_i\int V_q^2\,q\,dq/(2\pi)$ with $V_q=2\pi Z/[\kappa(q+q_s)]$. Its root is $0.16\,T$, which the picture of isolated collisions leaves out. Collisions between carriers are also left out, although at $n_s=n_i/3$ their rate is about half the impurity rate. Where they dominate, the distribution is a drifting Maxwellian and $1/\langle\mu\rangle=\int_0^\infty xe^{-x}\,dx/\mu(xT)$, which here gives $6.10\times10^5$, 17% below the average quoted above. The example therefore illustrates the formula and is not a prediction for a real layer. The numerical output lists the remaining values and the errors found in the tests of the wave function, phase shifts and thermal limits.

## Calculated quantities

```
Wave equation, largest residual: 3.9e-11 (k=1)
Fitted cross sections, largest relative error: 1.5e-07
Radial phase differences, largest error: 9.4e-06 rad
Phase sum, largest relative error: 6.7e-16
eta=0.02, theta=1 rad: fitted/Born = 0.99869
Thermal exact/Born at kT=1e4 R: 1.00016
Thermal exact/classical at kT=1e-3 R: 1.00000
Mass 0.2 m_e, kappa 10.0, Z 1.0
Energy R = 0.0010 hartree
Impurity density 3.0e-07 bohr^-2 = 1.071e+10 cm^-2
Carrier density 1.0e-07 bohr^-2
kT = 0.001 hartree = 315.8 K
Mobility unit e a0^2/hbar = 0.04254 cm^2/(V s)
E=0.00025 hartree: k=0.0100 bohr^-1, eta=2.0000, tanh(pi eta)=0.99999
  sigma_tr exact 1256.628, Born 7895.684, classical 1256.637 bohr
  mobility exact 2.6526e+05, Born 4.2217e+04, classical 2.6526e+05 e a0^2/hbar
E=0.001 hartree: k=0.0200 bohr^-1, eta=1.0000, tanh(pi eta)=0.99627
  sigma_tr exact 312.988, Born 986.960, classical 314.159 bohr
  mobility exact 5.3250e+05, Born 1.6887e+05, classical 5.3052e+05 e a0^2/hbar
E=0.004 hartree: k=0.0400 bohr^-1, eta=0.5000, tanh(pi eta)=0.91715
  sigma_tr exact 72.033, Born 123.370, classical 78.540 bohr
  mobility exact 1.1569e+06, Born 6.7547e+05, classical 1.0610e+06 e a0^2/hbar
E=0.1 hartree: k=0.2000 bohr^-1, eta=0.1000, tanh(pi eta)=0.30422
  sigma_tr exact 0.956, Born 0.987, classical 3.142 bohr
  mobility exact 1.7439e+07, Born 1.6887e+07, classical 5.3052e+06 e a0^2/hbar
At E=0.001 hartree and theta=90 degrees, dsigma/dtheta:
  exact 49.814, Born 157.080, classical 50.000 bohr/rad
  eta/k = 50.00 bohr, n_i (eta/k)^2 = 7.50e-04
  mean free path 1.0650e+04 bohr, k*path = 213.0
  half impurity spacing 912.9 bohr, its angle 0.1094 rad
  share of sigma_tr below that angle: 0.0348
  Debye q_s = 6.283e-05 bohr^-1, q_s/(2k) = 1.57e-03
  pi*n_s/(m*kT) = 1.57e-03
Thermal mobility, exact: 7.3743e+05 e a0^2/hbar = 3.1373e+04 cm^2/(V s)
Thermal mobility, Born: 3.3774e+05 e a0^2/hbar = 1.4369e+04 cm^2/(V s)
Thermal mobility, classical: 7.0524e+05 e a0^2/hbar = 3.0003e+04 cm^2/(V s)
Degenerate gas, eta=0.01: screened/unscreened Born rate = 0.9389
Degenerate gas, eta=0.1: screened/unscreened Born rate = 0.6793
Degenerate gas, eta=1.0: screened/unscreened Born rate = 0.1512
```
